\section*{Steady laser heating of silica in a thermoreflectance measurement}

\section*{Problem}

In a thermoreflectance measurement a modulated pump beam heats a surface and a probe beam reads its temperature through the reflectivity. The time-averaged pump power also raises the mean temperature of the sample. The measured properties then belong to a temperature above ambient, and the steady rise is needed to estimate it.

A thick silica sample of conductivity $k=1.4$ W/mK absorbs a time-averaged pump power $A=10$ mW at its surface $z=0$ and fills $z>0$. Pump and probe are coaxial Gaussian beams, both of radius 10 $\mu$m. A beam radius means the distance at which the intensity has fallen to $1/e^2$ of its central value. The mean absorbed flux and the normalized probe weight are
\begin{equation}
q(r)=\frac{2A}{\pi w_0^2}e^{-2r^2/w_0^2},\qquad
p(r)=\frac{2}{\pi w_1^2}e^{-2r^2/w_1^2}.
\label{beams}
\end{equation}
All temperatures $T$ are rises above ambient, which is 295 K. In parts (a) to (c) the conductivity is constant, the surface loses no heat outward, the deep sample stays at ambient, and the absorbing layer is so thin that it carries no heat sideways.

\begin{enumerate}
\item[(a)] Find the steady rise averaged over the probe for general $w_0$ and $w_1$, and evaluate it for the data above.
\item[(b)] Find the surface profile and the rise at the centre. How does the answer to (a) change if 10 $\mu$m is instead the $1/e$ radius, or the $1/e^2$ diameter?
\item[(c)] The pump is switched on at $t=0$. How does the mean rise approach its steady value, and when does it reach 90\,\% of it? Take a heat capacity $C=1.65$ MJ/m$^3$K.
\item[(d)] Silica is transparent at the usual laser wavelengths, so the sample is coated with an aluminium film of thickness $h=80$ nm and conductivity $k_f=150$ W/mK. Find the rise with the film, at the same absorbed power and beam radii.
\item[(e)] Estimate the effects of a temperature-dependent $k$, air above the sample, a finite substrate, the film--silica interface and radiation. Does the result of (a) describe the coated sample?
\end{enumerate}

For (e) take these rough values: silica conductivity $k(1+\beta T)$ with $\beta=0.001$ per K, air conductivity $k_{\rm air}=0.03$ W/mK, substrate thickness $L=1$ mm on a heat sink, and interface conductance $G=100$ MW/m$^2$K. The film properties and $C$ are also rough typical values.

\section*{Solution}

\subsection*{(a) The steady rise}

The heat equation is $C\,\partial T/\partial t=k\nabla^2T$. Once the response is periodic, averaging over one modulation period removes the left side, because $T$ returns to its starting value. The mean temperature therefore obeys $\nabla^2T=0$ and is driven by the mean flux $q(r)$. The modulation frequency does not enter.

For axial symmetry we write
\begin{equation}
T(r,z)=\frac1{2\pi}\int_0^\infty \hat T(\kappa,z)J_0(\kappa r)\,\kappa\,d\kappa ,
\end{equation}
where the two-dimensional transform of a function $f(r)$ is $\hat f(\kappa)=2\pi\int_0^\infty f(r)J_0(\kappa r)\,r\,dr$. The in-plane Laplacian multiplies $J_0(\kappa r)$ by $-\kappa^2$, so $\partial^2\hat T/\partial z^2=\kappa^2\hat T$. The solution that decays into the sample is $\hat T(\kappa,0)e^{-\kappa z}$. The flux entering the silica is $-k\,\partial T/\partial z$ at $z=0$, hence
\begin{equation}
k\kappa\,\hat T(\kappa,0)=\hat q(\kappa).
\label{admittance}
\end{equation}
The factor $k\kappa$ is the thermal admittance of the half-space: fine lateral structure drives heat into the sample more easily than coarse structure.

To transform the pump we take the wavevector along $x$ and complete the square:
\begin{equation}
\int_{-\infty}^{\infty}e^{-2x^2/w_0^2-i\kappa x}dx
=w_0\sqrt{\frac{\pi}{2}}\;e^{-\kappa^2w_0^2/8}.
\end{equation}
The $y$ integral gives $w_0\sqrt{\pi/2}$. The product of the prefactors, $\pi w_0^2/2$, cancels the normalization in Eq.~(\ref{beams}), so
\begin{equation}
\hat q=A\,e^{-\kappa^2w_0^2/8},\qquad \hat p=e^{-\kappa^2w_1^2/8}.
\end{equation}

The measured rise is the surface temperature weighted by $p$. Inserting the transform of $T$ and doing the $r$ integral first turns $p$ into $\hat p$:
\begin{align}
\Delta T&=2\pi\int_0^\infty p(r)T(r,0)\,r\,dr
=\frac1{2\pi}\int_0^\infty\hat p\,\hat T(\kappa,0)\,\kappa\,d\kappa\nonumber\\
&=\frac{A}{2\pi k}\int_0^\infty e^{-a^2\kappa^2}d\kappa,
\qquad a^2=\frac{w_0^2+w_1^2}{8}.
\label{spectral}
\end{align}
The factor $\kappa$ of the area element has cancelled the $\kappa$ of the admittance. The remaining integral is $\sqrt\pi/(2a)$, and $a=\sqrt{w_0^2+w_1^2}/(2\sqrt2)$, so
\begin{equation}
\boxed{\;\Delta T=\frac{A}{4\sqrt\pi\,k\,a}
=\frac{A}{k\sqrt{2\pi(w_0^2+w_1^2)}}\;}
\label{main}
\end{equation}
For $w_0=w_1=w$ this becomes
\begin{equation}
\Delta T=\frac{A}{2\sqrt\pi\,k\,w}
=\frac{0.010\ {\rm W}}{3.545\times1.4\ {\rm W/mK}\times10^{-5}\ {\rm m}}
=201.5\ {\rm K}.
\end{equation}

The rise varies as $1/w$, not $1/w^2$. The flux scales as $A/w^2$, but the heat spreads over a depth of order $w$, and the product of flux and depth scales as $A/w$. If one beam is much wider than the other, the wider one sets the answer.

The result can be checked without transforms. Each surface element that absorbs power $dA$ contributes $dA/(2\pi ks)$ at distance $s$. Summing these contributions over the pump and averaging over the probe numerically also gives 201.5 K. A finite-volume solution of the heat equation gives 201.4 K.

\subsection*{(b) Profile, centre and the meaning of the radius}

Without the probe average, the surface temperature is
\begin{equation}
T(r,0)=\frac{A}{2\pi k}\int_0^\infty e^{-b^2\kappa^2}J_0(\kappa r)\,d\kappa,
\qquad b^2=\frac{w_0^2}{8}.
\end{equation}
We use $J_0(\kappa r)=\pi^{-1}\int_0^\pi\cos(\kappa r\sin\phi)\,d\phi$ and $\int_0^\infty e^{-b^2\kappa^2}\cos(\kappa s)\,d\kappa=\frac{\sqrt\pi}{2b}e^{-s^2/4b^2}$. With $s=r\sin\phi$, $\sin^2\phi=(1-\cos2\phi)/2$ and $x=r^2/(8b^2)=r^2/w_0^2$,
\begin{equation}
T(r,0)=\frac{A}{4\sqrt\pi\,k\,b}\,e^{-x}\,
\frac1\pi\int_0^\pi e^{x\cos2\phi}d\phi
=\frac{A}{\sqrt{2\pi}\,k\,w_0}\,e^{-x}I_0(x).
\label{profile}
\end{equation}
The last integral, including its factor $1/\pi$, is the modified Bessel function $I_0(x)$. At the centre $x=0$ and $I_0=1$, so the rise there is $A/(\sqrt{2\pi}\,k\,w_0)=285$ K. For equal radii this is $\sqrt2$ times the probe average. The centre stands at $295+285=580$ K.

If 10 $\mu$m is the $1/e$ radius $r_e$, the intensity is proportional to $e^{-r^2/r_e^2}$. Comparison with $e^{-2r^2/w^2}$ gives $w=\sqrt2\,r_e$, and the rise falls to 142.5 K. If 10 $\mu$m is the $1/e^2$ diameter, then $w=5\ \mu$m and the rise doubles to 403 K. The power is equally a matter of definition: $A$ is absorbed and time-averaged, not incident or peak power.

\subsection*{(c) Approach to the steady state}

Unit energy released at a surface point of the half-space gives, after a time $\tau$, the surface temperature
\begin{equation}
\frac{2}{C(4\pi D\tau)^{3/2}}e^{-r^2/4D\tau}
=\frac{2}{C\sqrt{4\pi D\tau}}\;\frac{e^{-r^2/4D\tau}}{4\pi D\tau},
\qquad D=\frac kC .
\end{equation}
The factor 2 arises because all the energy stays in one half of space. The last fraction is a normalized planar Gaussian of variance $2D\tau$ per axis. Pump and probe have variances $w_0^2/4$ and $w_1^2/4$. Averaging over both adds the variances and evaluates the resulting Gaussian at zero separation, which gives $1/[2\pi(\Sigma+2D\tau)]$ with $\Sigma=(w_0^2+w_1^2)/4$. For mean power $A$ switched on at $t=0$,
\begin{equation}
\Delta T(t)=\int_0^t\frac{2A}{C\sqrt{4\pi D\tau}}\,
\frac{d\tau}{2\pi(\Sigma+2D\tau)} .
\end{equation}
Substituting $u=\sqrt{D\tau}$, $d\tau=2u\,du/D$ and $CD=k$,
\begin{align}
\Delta T(t)&=\frac{A}{\pi^{3/2}k}\int_0^{\sqrt{Dt}}\frac{du}{\Sigma+2u^2}
=\frac{A}{\pi^{3/2}k\sqrt{2\Sigma}}\arctan\sqrt{\frac{2Dt}{\Sigma}}\nonumber\\
&=\Delta T\;\frac2\pi\arctan\sqrt{\frac{8Dt}{w_0^2+w_1^2}} .
\label{transient}
\end{align}
As $t\to\infty$ the arctangent tends to $\pi/2$ and Eq.~(\ref{main}) returns, now from a calculation in time.

For equal radii the argument is $2\sqrt{Dt}/w$. With $D=0.848$ mm$^2$/s, the rise after 100 $\mu$s is 137.7 K; time-stepping the heat equation gives 137.6 K. The 90\,\% level requires $2\sqrt{Dt}/w=\tan(0.45\pi)=6.31$, so
\begin{equation}
t_{90}=\frac{(6.31\,w/2)^2}{D}=1.17\ {\rm ms}.
\end{equation}
The remainder decays slowly. Since $\arctan y\simeq\pi/2-1/y$ for large $y$, the missing fraction is $w/(\pi\sqrt{Dt})$: a hundredfold longer wait reduces it tenfold.

\subsection*{(d) The aluminium film}

The film is thin compared with the lateral scale of the heating: at $\kappa=2/w$, $\kappa h=0.016$. Its temperature is then nearly uniform through its thickness. Per unit area, the absorbed flux plus the net heat arriving sideways equals the flux into the silica:
\begin{equation}
q+k_fh\,\nabla_\parallel^2T=q_{\rm silica}.
\end{equation}
In the transform $\nabla_\parallel^2\to-\kappa^2$ and $\hat q_{\rm silica}=k\kappa\hat T$, so
\begin{equation}
\hat q=(k\kappa+k_fh\kappa^2)\,\hat T .
\label{film}
\end{equation}
The film adds its own admittance to that of the silica. Repeating the steps to Eq.~(\ref{spectral}), with $\xi=a\kappa$ and $a=w/2$,
\begin{equation}
\frac{\Delta T_{\rm film}}{\Delta T}
=\frac{2}{\sqrt\pi}\int_0^\infty\frac{e^{-\xi^2}}{1+2\ell \xi/w}\,d\xi,
\qquad \ell=\frac{k_fh}{k}.
\end{equation}
The film matters when the spreading length $\ell$ is not small compared with $w$. Here
\begin{equation}
\ell=\frac{150\times80\ {\rm nm}}{1.4}=8.57\ \mu{\rm m},
\end{equation}
almost the beam radius. Although the film is 125 times thinner than $w$, its conductivity is about 107 times that of silica. Numerical integration gives a ratio of 0.576 and
\begin{equation}
\Delta T_{\rm film}=116\ {\rm K}.
\end{equation}
The finite-volume solution with a film of real thickness gives 115.9 K.

For $\ell\ll w$, expanding the denominator and using $\int_0^\infty \xi e^{-\xi^2}d\xi=1/2$ gives a ratio $1-2\ell/(\sqrt\pi\,w)$. This correction is not usable here, because $2\ell/w=1.71$ is not small. Within this sheet model the ideal result is recovered when $\ell/w$ is small: for wide beams, thin or poorly conducting films, or substrates that conduct well. The model neglects the resistance of the film and its interface to heat flowing downwards. This requires $h/k_f+1/G\ll w/k$, with $G$ the interface conductance, and fails for a very poorly conducting film or a very good substrate. The substrate must also remain much thicker than the beam radius.

\subsection*{(e) The other effects}

Except where stated, each effect is first taken alone, without film spreading.

\emph{Temperature-dependent conductivity.} Define $\theta=\int_0^T(1+\beta T')\,dT'=T+\beta T^2/2$. Then $k(1+\beta T)\nabla T=k\nabla\theta$, so $\theta$ obeys the constant-$k$ problem with the same flux and is given by Eq.~(\ref{profile}). Solving the quadratic for the root that vanishes with $\theta$,
\begin{equation}
T=\frac{\sqrt{1+2\beta\theta}-1}{\beta}.
\end{equation}
Its probe average is 183.6 K, about 18 K below the ideal value. For a modulated pump the period average fixes the mean of $\theta$, not of $T$, so this value holds only when the temperature oscillation is small compared with the mean rise. That is the case at 10 MHz, where the amplitude is about 3 K. For on/off modulation slow compared with $t_{90}$, the surface alternates between zero and the steady rise at power $2A$, and the mean is about 171 K.

\emph{Air.} Still air above the surface acts as a second half-space at the same surface temperature. The admittances add, so $k$ becomes $k+k_{\rm air}$. The rise falls by the fraction $0.03/1.43$, or 4.2 K.

\emph{Finite substrate.} With $T=0$ at $z=L$, $\hat T$ is proportional to $\sinh[\kappa(L-z)]$ and the admittance is $k\kappa\coth\kappa L$. The rise is lowered by
\begin{equation}
\frac{A}{2\pi k}\int_0^\infty e^{-a^2\kappa^2}(1-\tanh\kappa L)\,d\kappa
\simeq\frac{A\ln2}{2\pi kL}=0.79\ {\rm K}.
\end{equation}
For $L\gg a$ the Gaussian is nearly 1 where the bracket is appreciable. The logarithm follows from $1-\tanh y=2e^{-2y}/(1+e^{-2y})$, whose antiderivative is $-\ln(1+e^{-2y})$.

\emph{Interface.} The absorber is hotter than the silica beneath it by $q/G$. The overlap of pump and probe gives the average flux $2A/[\pi(w_0^2+w_1^2)]=A/(\pi w^2)$, and the step is $A/(\pi w^2G)=0.32$ K. This raises the measured temperature.

\emph{Radiation.} A loss coefficient $H$ changes the admittance to $k\kappa+H$. For a black surface at the centre temperature, with $\sigma$ the Stefan--Boltzmann constant,
\begin{equation}
H=\sigma\,\frac{(580\ {\rm K})^4-(295\ {\rm K})^4}{285\ {\rm K}}=21\ {\rm W/m^2K}.
\end{equation}
Applying this largest value to the whole surface bounds the lowering by 0.16 K.

\emph{Combined result.} A finite-volume solution with the film, interface, air, 1 mm substrate and $k(T)$ together gives 110.5 K, with a grid error of about 0.1 K, or 0.55 of the ideal value. It leaves out radiation and treats the mean state as steady, which is an approximation once $k$ depends on $T$: it is good at MHz modulation, while slow on/off modulation lowers the mean by about 3 K. The effects do not simply add. By Eq.~(\ref{film}), a small uniform relative change $\delta k/k$ alters each component of $\hat T$ by the fraction $-(\delta k/k)/(1+\ell\kappa)$, so the film weakens the response to changes in $k$. It also lowers the temperature that causes them.

\emph{The real measurement.} For silica, 10 mW absorbed in a spot of 10 $\mu$m radius is a high power: a mean rise of about 110 K means that the measured properties do not belong to ambient temperature. The assumption that the coated sample breaks most strongly is the absence of lateral conduction in the absorber, which alone moves the result from about 200 K to 116 K. The film conductivity is uncertain, since it depends on deposition, so the last digits have no predictive value for a particular sample.

Apart from the small corrections for air, finite substrate, interface and radiation, the result of (a) therefore holds for an absorber without lateral conduction on silica of constant conductivity. For the coated sample at this power it is too high by a factor of about 1.8. At constant $k$ the rise is proportional to $A$, and a 10 K rise allows 0.50 mW without spreading and about $10\ {\rm mW}\times10/116=0.86$ mW with this film. These limits apply to equal 10 $\mu$m radii and must include absorbed probe power: for equal radii, pump and probe powers enter Eq.~(\ref{spectral}) in the same way and simply add. The values used here are listed in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Absorbed power: 10.0 mW
Silica conductivity: 1.40 W/mK
Pump and probe 1/e^2 radius: 10.0 um
Ideal probe-averaged rise, formula: 201.5 K
Same, summed point sources: 201.5 K
Same, finite-volume heat equation: 201.4 K
Ideal rise at spot centre: 285.0 K
Ambient temperature: 295 K
Ideal absolute temperature at centre: 580 K
Rise if 10 um were the 1/e radius: 142.5 K
Rise if 10 um were the 1/e^2 diameter: 403.0 K
Absorbed power for a 10 K ideal rise: 0.496 mW
Silica heat capacity (rough): 1.65 MJ/m^3K
Silica diffusivity: 0.848 mm^2/s
Rise after 100 us, arctan formula: 137.7 K
Same, finite-volume time steps: 137.6 K
Time to reach 90 % of steady rise: 1.17 ms
Film thickness (rough): 80 nm
Film conductivity (rough): 150 W/mK
Film spreading length k_f h/k: 8.57 um
Rise with film, formula: 116.0 K
Rise with film, finite volume: 115.9 K
Ratio of rise with film to ideal: 0.576
Slope of silica conductivity (rough): 0.0010 per K
Rise with k(T), no film, Kirchhoff: 183.6 K
Rise with k(T), no film, finite volume: 183.5 K
Air conductivity (rough): 0.030 W/mK
Lowering by air, no film: 4.23 K
Substrate thickness: 1.0 mm
Lowering by finite substrate: 0.79 K
Interface conductance (rough): 100 MW/m^2K
Interface step without spreading: 0.32 K
Black-surface loss coefficient at centre: 21.0 W/m^2K
Lowering by radiation, upper bound: 0.157 K
Rise with film, interface, air, substrate, k(T): 110.5 K
Ratio of that rise to ideal: 0.548
\end{verbatim}
